# Adler–Wiser Polarizability with Ultrasoft Pseudopotentials and Its Long-Wavelength Limit: verification in Python

```python
"""
Result under test: the independent-particle polarizability of an insulator,
  chi_GG'(q,w) = 2/(a Nk) sum (f_n-f_m) M(G) M(G')^* / (w + e_n - e_m),
may be computed from ultrasoft pseudo-states if M, the matrix element of
exp(-i(q+G)x), contains the augmentation charges Q_ij. Its head is then -B q^2.
Without augmentation the head tends to a nonzero constant when pseudo valence
and conduction states overlap.
Symbols: a period, Nk number of k points, f occupations, e band energies,
Q_ij(x) = phi_i phi_j - smooth_i smooth_j, q_ij its sum, d_ij its dipole.
The model is a 1D crystal on a grid; states are normalized as grid vectors,
so grid sums of Q include the spacing. Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.integrate import simpson

period = 6.0
n_grid = 24
spacing = period / n_grid
n_occ = 1
n_k = 16
area = 16.0
x = (np.arange(n_grid) - n_grid // 2) * spacing
b_rec = 2 * np.pi / period
potential = -sum(np.exp(-(x - j * period) ** 2) for j in range(-3, 4))
# Nearest-image displacement, used to attach Bloch phases to matrices
dx = x[None, :] - x[:, None]
dx = dx - period * np.round(dx / period)


def close(first, second, rtol):
    return abs(first - second) <= rtol * abs(second)


def crystal_hamiltonian(n_cells):
    size = n_grid * n_cells
    shift = np.roll(np.eye(size), 1, axis=0)
    return (np.diag(1 / spacing**2 + np.tile(potential, n_cells))
            - (shift + shift.T) / (2 * spacing**2))


h_ae = crystal_hamiltonian(1)

# Augmentation region: seven points, spanned by seven smooth partial waves
sphere = np.arange(n_grid // 2 - 3, n_grid // 2 + 4)
xs = x[sphere]
xi = xs / xs[-1]
block = np.ix_(sphere, sphere)
smooth, _ = np.linalg.qr(np.vander(xi, len(xi), increasing=True))
bump = (1 - xi**2) ** 2
strength = 0.6


def pseudize(phi):
    """Build H, S and Q_ij(x) from true partial waves phi."""
    q_matrix = phi.T @ phi - smooth.T @ smooth
    d_matrix = phi.T @ h_ae[block] @ phi - smooth.T @ h_ae[block] @ smooth
    h_ps, s_ps = h_ae.copy(), np.eye(n_grid)
    h_ps[block] += smooth @ d_matrix @ smooth.T
    s_ps[block] += smooth @ q_matrix @ smooth.T
    charge = (np.einsum('xi,xj->xij', phi, phi)
              - np.einsum('xi,xj->xij', smooth, smooth))
    return (h_ps, s_ps), charge


phi_us = smooth.copy()
phi_us[:, :2] *= (1 + strength * bump)[:, None]
ultrasoft, Q = pseudize(phi_us)
all_electron = (h_ae, np.eye(n_grid))


def bands(model, k):
    phase = np.exp(1j * k * dx)
    return eigh(model[0] * phase, model[1] * phase)


def projections(states, k):
    return smooth.T @ (np.exp(1j * k * xs)[:, None] * states[sphere])


def elements(left, right, k, q, g, charge):
    """Matrix elements of exp(-i(q+g*b_rec)x), k+q to k."""
    result = left.conj().T @ (np.exp(-1j * g * b_rec * x)[:, None] * right)
    if charge is not None:
        wave = np.exp(-1j * (q + g * b_rec) * xs)
        q_fourier = np.einsum('x,xij->ij', wave, charge)
        result = result + (projections(left, k).conj().T @ q_fourier
                           @ projections(right, k + q))
    return result


def chi(model, charge, q, nk=n_k, g=0, gp=0, omega=0.0):
    occ = (np.arange(n_grid) < n_occ).astype(float)
    df = occ[:, None] - occ[None, :]
    total = 0.0
    for k in b_rec * np.arange(nk) / nk:
        en, un = bands(model, k)
        em, um = bands(model, k + q)
        denominator = np.where(df == 0, 1.0,
                               omega + en[:, None] - em[None, :])
        m_g = elements(un, um, k, q, g, charge)
        m_gp = elements(un, um, k, q, gp, charge)
        total += np.sum(df / denominator * m_g * m_gp.conj())
    return 2 * total / (period * nk)


def head_coefficient(model, charge, nk=n_k):
    """B in chi_00 = -B q^2 from first-order perturbation theory in q."""
    total = 0.0
    for k in b_rec * np.arange(nk) / nk:
        e, u = bands(model, k)
        v, c = u[:, :n_occ], u[:, n_occ:]
        phase = np.exp(1j * k * dx)
        dh, ds = 1j * dx * model[0] * phase, 1j * dx * model[1] * phase
        gaps = e[None, n_occ:] - e[:n_occ, None]
        m = (v.conj().T @ dh @ c
             - (v.conj().T @ ds @ c) * e[None, n_occ:]) / gaps
        if charge is not None:
            monopole = charge.sum(axis=0)
            dipole = np.einsum('x,xij->ij', xs, charge)
            pv, pc = projections(v, k), projections(c, k)
            dpc = projections(1j * x[:, None] * c, k)
            m = m + pv.conj().T @ (-1j * dipole @ pc + monopole @ dpc)
        total += np.sum(abs(m) ** 2 / gaps)
    return 4 * total / (period * nk)


# The ultrasoft eigenproblem reproduces the all-electron bands
for k in (0.0, 0.17, 0.41):
    assert np.allclose(bands(ultrasoft, k)[0], bands(all_electron, k)[0],
                       atol=1e-9)
band_e = np.array([bands(all_electron, k)[0]
                   for k in b_rec * np.arange(n_k) / n_k])
gap = band_e[:, n_occ].min() - band_e[:, n_occ - 1].max()
assert gap > 0.05

# Static response from the definition: all-electron ring in a cosine field
n_cells = 8
h_ring = crystal_hamiltonian(n_cells)
x_ring = x[0] + spacing * np.arange(n_grid * n_cells)
length = period * n_cells
q_ring = b_rec / n_cells
cosine = np.cos(q_ring * x_ring)


def ring_density(field):
    states = eigh(h_ring + np.diag(field * cosine))[1]
    return 2 * np.sum(states[:, :n_occ * n_cells] ** 2, axis=1)


field = 1e-4
dn = (ring_density(field) - ring_density(-field)) / 2
direct = [np.sum(dn * np.exp(-1j * (q_ring + g * b_rec) * x_ring))
          / length / (field / 2) for g in (0, 1)]
formula = [chi(ultrasoft, Q, q_ring, n_cells, g=g) for g in (0, 1)]
for g in (0, 1):
    assert close(formula[g], direct[g], 1e-5)

# Dynamic response from the definition: kick, propagate, Laplace transform
u_freq, kick, dt, n_steps = 0.5, 1e-4, 0.02, 2000
e_ring, c_ring = eigh(h_ring)
occupied = c_ring[:, :n_occ * n_cells]
step = (c_ring * np.exp(-1j * e_ring * dt)) @ c_ring.T
wave_q = np.exp(-1j * q_ring * x_ring)
start = 2 * np.sum(abs(occupied) ** 2, axis=1) @ wave_q
psi = np.exp(-1j * kick * cosine)[:, None] * occupied
signal = []
for _ in range(n_steps + 1):
    signal.append(2 * np.sum(abs(psi) ** 2, axis=1) @ wave_q - start)
    psi = step @ psi
times = dt * np.arange(n_steps + 1)
damped = np.array(signal) * np.exp(-u_freq * times)
chi_time = (simpson(damped.real, x=times)
            + 1j * simpson(damped.imag, x=times)) / length / (kick / 2)
chi_imag = chi(ultrasoft, Q, q_ring, n_cells, omega=1j * u_freq)
assert close(chi_imag, chi_time, 1e-4)

# Bare limit predicted from the valence-conduction elements of S-1
bare_limit = 0.0
for k in b_rec * np.arange(n_k) / n_k:
    e, u = bands(ultrasoft, k)
    extra = (ultrasoft[1] - np.eye(n_grid)) * np.exp(1j * k * dx)
    overlap = u[:, :n_occ].conj().T @ extra @ u[:, n_occ:]
    gaps = e[None, n_occ:] - e[:n_occ, None]
    bare_limit -= 4 * np.sum(abs(overlap) ** 2 / gaps) / (period * n_k)
assert bare_limit < -1e-5

# Long-wavelength behaviour with and without augmentation
q_list = [0.08, 0.04, 0.02, 0.01]
aug = [chi(ultrasoft, Q, q).real for q in q_list]
bare = [chi(ultrasoft, None, q).real for q in q_list]
power_aug = np.log2(aug[-2] / aug[-1])
assert abs(power_aug - 2) < 0.01

# The bare head is a constant plus a q^2 term: the constant alone is seen
# only at very small q, and the deviation from it must scale as q^2
power_bare_table = np.log2(bare[-2] / bare[-1])
power_deviation = np.log2((bare[-2] - bare_limit) / (bare[-1] - bare_limit))
assert abs(power_deviation - 2) < 0.05
q_bare = 1e-4
bare_small = chi(ultrasoft, None, q_bare).real
power_bare = np.log2(chi(ultrasoft, None, 2 * q_bare).real / bare_small)
assert abs(power_bare) < 0.01
assert close(bare_small, bare_limit, 1e-3)

q_tiny = 1e-3
B_us = head_coefficient(ultrasoft, Q)
B_ae = head_coefficient(all_electron, None)
B_limit = -chi(ultrasoft, Q, q_tiny).real / q_tiny**2
assert close(B_us, B_ae, 1e-8)
assert close(B_limit, B_ae, 1e-4)
assert close(head_coefficient(all_electron, None, 2 * n_k), B_ae, 1e-4)

# One band pair at q = 0: plane-wave part, augmentation part and their sum
k_pair = b_rec / 4
_, u_pair = bands(ultrasoft, k_pair)
v_pair, c_pair = u_pair[:, :1], u_pair[:, 1:2]
part_bare = elements(v_pair, c_pair, k_pair, 0.0, 0, None)[0, 0]
part_sum = elements(v_pair, c_pair, k_pair, 0.0, 0, Q)[0, 0]
assert abs(part_sum) < 1e-10 < abs(part_bare)

# Simplified augmentation: monopole only, then monopole and dipole
q_ij = Q.sum(axis=0)
d_ij = np.einsum('x,xij->ij', xs, Q)
shape0 = bump / bump.sum()
shape1 = xs * bump / np.sum(xs**2 * bump)
Q_mono = shape0[:, None, None] * q_ij
Q_dip = Q_mono + shape1[:, None, None] * d_ij
B_mono = -chi(ultrasoft, Q_mono, q_tiny).real / q_tiny**2
B_dip = -chi(ultrasoft, Q_dip, q_tiny).real / q_tiny**2
mono_power = np.log2(chi(ultrasoft, Q_mono, 0.02).real
                     / chi(ultrasoft, Q_mono, 0.01).real)
assert abs(mono_power - 2) < 0.01
assert close(B_dip, B_ae, 1e-4)
assert not close(B_mono, B_ae, 1e-3)
body_exact = chi(ultrasoft, Q, q_ring, g=3, gp=3).real
body_dip = chi(ultrasoft, Q_dip, q_ring, g=3, gp=3).real
body_ae = chi(all_electron, None, q_ring, g=3, gp=3).real
assert close(body_exact, body_ae, 1e-8)
assert not close(body_dip, body_ae, 1e-6)

# Norm-conserving case: true waves are a rotation of the smooth waves
axis1 = bump / np.linalg.norm(bump)
axis2 = bump**2 - axis1 * (axis1 @ bump**2)
axis2 /= np.linalg.norm(axis2)
angle = 0.6
rotation = expm(angle * (np.outer(axis1, axis2) - np.outer(axis2, axis1)))
norm_cons, Q_nc = pseudize(rotation @ smooth)
assert np.allclose(bands(norm_cons, 0.17)[0], bands(all_electron, 0.17)[0],
                   atol=1e-9)
nc_power = np.log2(chi(norm_cons, None, 0.02).real
                   / chi(norm_cons, None, 0.01).real)
B_nc_bare = -chi(norm_cons, None, q_tiny).real / q_tiny**2
B_nc_aug = -chi(norm_cons, Q_nc, q_tiny).real / q_tiny**2
assert abs(nc_power - 2) < 0.01
assert close(B_nc_aug, B_ae, 1e-4)
assert not close(B_nc_bare, B_ae, 1e-3)

print(f"period = {period:.2f} bohr, grid spacing = {spacing:.2f} bohr")
print("well depth = 1 Ha, well exp(-x^2) with x in bohr")
print(f"filled bands = {n_occ}, k points = {n_k}")
print(f"augmentation half-width = {xs[-1]:.2f} bohr, points = {len(xs)}")
print(f"partial-wave enhancement = {strength:.2f} (dimensionless)")
print(f"q_00 = {q_ij[0, 0]:.5f}, q_11 = {q_ij[1, 1]:.5f} (dimensionless)")
print(f"|d_01| = {abs(d_ij[0, 1]):.5f} bohr")
print(f"band gap on k mesh = {gap:.5f} Ha")
print(f"ring: {n_cells} cells, q = {q_ring:.5f} bohr^-1")
print("static chi in 1/(Ha bohr), real parts:")
for g in (0, 1):
    print(f" G index {g}: ultrasoft {formula[g].real:.7f}, "
          f"finite field {direct[g].real:.7f}")
print(f"imaginary frequency = {u_freq:.2f} Ha")
print(f" head: ultrasoft {chi_imag.real:.7f}, "
      f"propagation {chi_time.real:.7f} 1/(Ha bohr)")
print(f"band pair 1,2 at k = {k_pair:.5f} bohr^-1, q = 0:")
print(f" |plane-wave part| = {abs(part_bare):.6f}")
print(f" |augmentation part| = {abs(part_sum - part_bare):.6f}")
print(f" |sum| = {abs(part_sum):.1e}")
print(f"chain cross-section = {area:.1f} bohr^2")
print("q (bohr^-1); chi aug, bare (1/(Ha bohr)); eps aug, bare")
for q, c_aug, c_bare in zip(q_list, aug, bare):
    eps = [1 - 4 * np.pi * c / (area * q**2) for c in (c_aug, c_bare)]
    print(f" {q:.2f}; {c_aug:.4e}, {c_bare:.4e}; {eps[0]:.5f}, {eps[1]:.3f}")
print("power of q between 0.02 and 0.01 bohr^-1:")
print(f" augmented {power_aug:.5f}, bare {power_bare_table:.5f}, "
      f"bare minus its limit {power_deviation:.5f}")
print(f"bare power between {2 * q_bare:.4f} and {q_bare:.4f} bohr^-1 = "
      f"{power_bare:.6f}")
print(f"bare head limit from S-1 = {bare_limit:.6e} 1/(Ha bohr)")
print(f"bare head at q = {q_bare:.4f} bohr^-1: {bare_small:.6e} 1/(Ha bohr)")
print("coefficient B in bohr/Ha:")
print(f" ultrasoft perturbation formula = {B_us:.6f}")
print(f" all-electron velocity formula = {B_ae:.6f}")
print(f" ultrasoft chi at q = {q_tiny:.3f} bohr^-1: {B_limit:.6f}")
print(f" monopole augmentation only = {B_mono:.6f}")
print(f" monopole and dipole = {B_dip:.6f}")
print(f" norm-conserving, bare = {B_nc_bare:.6f}")
print(f" norm-conserving, augmented = {B_nc_aug:.6f}")
print(f"power of q: monopole only {mono_power:.5f}, "
      f"norm-conserving bare {nc_power:.5f}")
print(f"chi_GG at G index 3, q = {q_ring:.5f} bohr^-1, 1/(Ha bohr):")
print(f" exact Q {body_exact:.7f}, monopole+dipole Q {body_dip:.7f}")
print(f"dielectric head at q -> 0 = {1 + 4 * np.pi * B_us / area:.5f}")
print("OK")
```

Output:

```
period = 6.00 bohr, grid spacing = 0.25 bohr
well depth = 1 Ha, well exp(-x^2) with x in bohr
filled bands = 1, k points = 16
augmentation half-width = 0.75 bohr, points = 7
partial-wave enhancement = 0.60 (dimensionless)
q_00 = 0.67359, q_11 = 0.19940 (dimensionless)
|d_01| = 0.09970 bohr
band gap on k mesh = 0.51380 Ha
ring: 8 cells, q = 0.13090 bohr^-1
static chi in 1/(Ha bohr), real parts:
 G index 0: ultrasoft -0.0145813, finite field -0.0145813
 G index 1: ultrasoft -0.0631133, finite field -0.0631133
imaginary frequency = 0.50 Ha
 head: ultrasoft -0.0084507, propagation -0.0084507 1/(Ha bohr)
band pair 1,2 at k = 0.26180 bohr^-1, q = 0:
 |plane-wave part| = 0.060109
 |augmentation part| = 0.060109
 |sum| = 5.1e-16
chain cross-section = 16.0 bohr^2
q (bohr^-1); chi aug, bare (1/(Ha bohr)); eps aug, bare
 0.08; -5.5027e-03, -2.1589e-02; 1.67528, 3.649
 0.04; -1.3821e-03, -1.8339e-02; 1.67842, 10.002
 0.02; -3.4592e-04, -1.7522e-02; 1.67922, 35.404
 0.01; -8.6506e-05, -1.7317e-02; 1.67941, 137.009
power of q between 0.02 and 0.01 bohr^-1:
 augmented 1.99958, bare 0.01695, bare minus its limit 1.99957
bare power between 0.0002 and 0.0001 bohr^-1 = 0.000002
bare head limit from S-1 = -1.724902e-02 1/(Ha bohr)
bare head at q = 0.0001 bohr^-1: -1.724903e-02 1/(Ha bohr)
coefficient B in bohr/Ha:
 ultrasoft perturbation formula = 0.865140
 all-electron velocity formula = 0.865140
 ultrasoft chi at q = 0.001 bohr^-1: 0.865139
 monopole augmentation only = 0.824964
 monopole and dipole = 0.865139
 norm-conserving, bare = 0.794777
 norm-conserving, augmented = 0.865139
power of q: monopole only 1.99957, norm-conserving bare 1.99957
chi_GG at G index 3, q = 0.13090 bohr^-1, 1/(Ha bohr):
 exact Q -0.1556333, monopole+dipole Q -0.1493017
dielectric head at q -> 0 = 1.67948
OK
```
